# Trapping of a gas atom by one head-on surface collision

**Setting.** A gas atom of mass $m$ approaches a solid along the surface normal. Far from the surface its kinetic energy is $E>0$, and the potential energy there is taken as zero. The atom falls into an adsorption well of depth $D>0$ and strikes a surface atom of mass $M$ head-on. The mass ratio is $\mu=m/M$, with $0<\mu<1$ unless a part says otherwise.

The motion is classical and one-dimensional, and outward velocities are positive. The surface atom is initially at rest. The impact is elastic and so short that the surface atom responds as a free particle. The well is fixed to the solid as a whole, does not follow the struck atom, and is flat with potential energy $-D$ where the impact takes place. No energy goes into electronic excitation or sideways motion. An atom is called trapped if it cannot leave the well after its first impact.

## (a) The impact

**Question.** Find the kinetic energy of the gas atom just before the impact, and the velocities of both atoms just after it.

**Answer.** The static well conserves the energy of the gas atom until contact. With $v$ the speed at contact,

$$E=\tfrac12 mv^2-D,\qquad\text{so}\qquad K=\tfrac12 mv^2=E+D .$$

The depth at contact enters here, but not the shape of the well further out.

Let the gas atom's velocity change from $-v$ to $v'$, and the surface atom's from $0$ to $w'$. Momentum conservation, divided by $M$, gives

$$-\mu v=\mu v'+w'\quad\Rightarrow\quad \mu(v+v')=-w'. \tag{1}$$

Energy conservation, multiplied by $2/M$, gives

$$\mu v^2=\mu v'^2+w'^2\quad\Rightarrow\quad \mu(v-v')(v+v')=w'^2. \tag{2}$$

The potential energy of the well cancels in (2), because the well is flat at the place of impact. A real impact has $w'\neq0$, so (2) may be divided by (1):

$$v-v'=-w'\quad\Rightarrow\quad v'-w'=v .$$

The relative velocity, initially $-v$, is thus reversed. Inserting $w'=v'-v$ into (1) gives $\mu v+\mu v'=v-v'$, and therefore

$$v'=\frac{1-\mu}{1+\mu}\,v,\qquad w'=v'-v=-\frac{2\mu}{1+\mu}\,v. \tag{3}$$

For $\mu<1$ the gas atom moves outward and the surface atom recoils into the solid.

## (b) The trapping condition

**Question.** Derive the necessary and sufficient condition on $E$ for trapping. Discuss the limit of a light gas atom.

**Answer.** From (3), the gas atom keeps the kinetic energy

$$K'=R\,(E+D),\qquad R=\left(\frac{1-\mu}{1+\mu}\right)^2. \tag{4}$$

Its total energy after the impact is $K'-D$. It moves outward, and it reaches the outside with kinetic energy to spare if $K'>D$. If $K'<D$, it turns back inside the well. Trapping therefore means

$$R(E+D)<D\quad\Longleftrightarrow\quad RE<(1-R)D\quad\Longleftrightarrow\quad E<\frac{1-R}{R}\,D .$$

The last step divides by $R$, which is positive for $\mu<1$. Next,

$$1-R=\frac{(1+\mu)^2-(1-\mu)^2}{(1+\mu)^2}=\frac{4\mu}{(1+\mu)^2},$$

and division by $R$ cancels the factor $(1+\mu)^2$. The condition is

$$\boxed{\,E<E_c=\frac{4\mu D}{(1-\mu)^2}\,} \tag{5}$$

Each step can be reversed, so the condition is both necessary and sufficient within the model. At $E=E_c$ the atom has just enough energy to reach the outside with zero speed, which is the marginal case.

For trapping, the surface atom must take up more than the energy $E$ that the gas atom brought from outside. What it takes is a fixed fraction $1-R$ of $E+D$, not of $E$ alone. The well thus acts twice: it strengthens the impact, and it must be climbed afterwards.

For $\mu\ll1$, expansion of the denominator gives $E_c\approx4\mu D(1+2\mu)$, so the threshold is a small part of the well depth. A light atom rebounds from a heavy one with most of its energy, and it is trapped only if its incident energy is small compared with $D$. The incident speed at threshold does not vanish in this limit: at fixed $M$ and $D$, $\sqrt{2E_c/m}$ tends to $\sqrt{8D/M}$. For real light atoms the classical picture fails in this limit. At $\mu=0.01$ and $D=0.25$ eV, $E_c\approx10$ meV is smaller than one quantum of a 4 THz surface vibration (16.5 meV), so the energy transfer is quantized and (5) is no guide for atoms as light as H or He.

## (c) Later impacts

**Question.** Does a trapped atom stay trapped when it returns to the surface? State the further assumption you need.

**Answer.** Assume that the surface atom has passed its energy to the solid and is again at rest, at its original position, before each new impact. The static well returns the gas atom to the flat bottom with the kinetic energy it had when it left. Equation (4) then applies again, and after $n$ impacts

$$K_n=R^n(E+D).$$

Since $R<1$, the condition $K_1<D$ implies $K_n<D$ for every later $n$. The atom stays trapped and sinks towards the bottom of the well. On a warm surface the struck atom is moving and can return energy, so this conclusion belongs to the cold surface.

## (d) Equal masses and heavy gas atoms

**Question.** What happens to the result as $\mu\to1$, and for $\mu>1$? Consider also a surface atom of equal mass that is tied to its site by an undamped spring.

**Answer.** As $\mu\to1$, $E_c$ grows without bound. At $\mu=1$ equation (3) gives $v'=0$: the gas atom hands over all its kinetic energy and stops at the bottom of the well. With a free surface atom it is then trapped at any $E$.

The spring changes this conclusion. The struck atom leaves with velocity $-v$, swings through half a period and returns to its site with velocity $+v$. There it meets the resting gas atom, and equal masses exchange velocities. The gas atom leaves with its original kinetic energy $E+D$ and escapes. The divergence of $E_c$ therefore relies on the energy being carried away before the surface atom returns.

For $\mu>1$ the gas atom continues inward after the impact. At $\mu=1.2$, for example, $v'/v=-0.2/2.2=-0.091$. Its fate depends on later impacts with the rest of the solid. Equation (5) does not apply there, although its right-hand side remains finite and positive.

## (e) Numbers

**Question.** Take the model parameters $m=30$ u, $M=100$ u and $D=0.25$ eV. Find the threshold and the contact speed at threshold. Follow atoms with $E=0.40$ eV and $E=0.90$ eV. How does the threshold change for $\mu=0.1$ and $\mu=0.6$ at the same $D$?

**Answer.** Here $\mu=0.30$, so $R=(0.70/1.30)^2=0.290$ and the surface atom takes 71 % of the contact energy. The threshold is

$$E_c=\frac{4(0.30)(0.25\ \text{eV})}{(0.70)^2}=0.612\ \text{eV}=9.81\times10^{-20}\ \text{J}.$$

This is 2.45 times the well depth. The contact energy at threshold is $0.612+0.250=0.862$ eV, and $v=\sqrt{2(E_c+D)/m}=2355$ m/s.

- For $E=0.40$ eV, the contact energy is 0.650 eV. After the impact $0.290\times0.650=0.188$ eV remains. The total energy is $0.188-0.250=-0.062$ eV, so the atom is trapped. Under the assumption of part (c), the second and third impacts leave 0.055 eV and 0.016 eV.
- For $E=0.90$ eV, the contact energy is 1.150 eV and 0.333 eV remains. The atom escapes with 0.083 eV, having lost most of its incident energy.

At the same well depth, $E_c$ is 0.123 eV for $\mu=0.1$ and 3.75 eV for $\mu=0.6$. A sixfold increase in mass ratio raises the threshold about thirtyfold, because the numerator grows while the denominator shrinks. This comparison holds for a free surface atom; part (g) shows that binding the atom to its site lowers the value at $\mu=0.6$ strongly.

The sharp threshold also relies on the surface atom being at rest. At 300 K an atom of 100 u has a velocity spread $\sqrt{k_BT/M}=158$ m/s along the normal. Repeating the impact with this spread, about a quarter of the 0.40 eV atoms escape and about a fifth of the 0.90 eV atoms are trapped. Even zero-point motion (89 m/s for a 4 THz vibration) blurs the threshold.

## (f) What holds the well?

**Question.** Suppose instead that the whole well moves with the struck atom, which is free. Can the gas atom be trapped?

**Answer.** No. The two atoms now form an isolated pair whose forces depend only on their separation. The energy of their relative motion is conserved. Far apart, the relative speed is $\sqrt{2E/m}$ and the reduced mass is $mM/(m+M)=m/(1+\mu)$, so this energy is

$$E_{\rm rel}=\frac12\,\frac{m}{1+\mu}\,\frac{2E}{m}=\frac{E}{1+\mu}>0 .$$

A bound pair would need $E_{\rm rel}<0$. The impact does transfer energy to the surface atom, but the well then recedes with that atom, and the gas atom climbs out of it with the relative speed it had on the way in. For the parameters of part (e), an atom with $E=0.25$ eV is trapped by the static well, whereas in the moving well it keeps a relative energy of $0.25/1.30=0.19$ eV and separates.

Trapping by (5) thus requires that the attraction come from the solid as a whole. If the struck atom supplies an appreciable part of it, neither limiting case describes the surface fully.

## (g) A surface atom on a spring

**Question.** A spring now holds the surface atom, whose displacement $u$ obeys $\ddot u=-\omega^2u$ apart from the impact. The repulsion is $U=Ae^{-(z-u)/b}$, where $z$ is the gas atom's position. Find the relative change of the threshold to leading order in $\xi=\omega b/v$, assuming no second impact before the gas atom leaves or turns back.

Compare with the following numerical results for the parameters of part (e), with $b=0.020$ nm and $A=D$. Newton's equations were integrated in the static well $-D/(1+e^{(z-30b)/b})$, and the threshold was located by bisection between atoms that turn back and atoms that escape. For spring frequencies $\omega/2\pi$ of 1, 2 and 4 THz it is 0.602, 0.568 and 0.410 eV, which is 1.8, 7.2 and 33.1 % below the threshold found in the same way without a spring.

**Answer.** *Motion without the spring.* Let $r=z-u$, and let $F=U/b$ be the repulsive force. The reduced mass is $m/(1+\mu)$, so $\ddot r=(1+\mu)U/(mb)$. Conservation of relative energy gives $U=\frac{m}{2(1+\mu)}(v^2-\dot r^2)$. Hence

$$\ddot r=\frac{v^2-\dot r^2}{2b}\quad\Rightarrow\quad \dot r=v\tanh\frac{vt}{2b},$$

with $t=0$ at closest approach. The surface atom has $\ddot u=-F/M=-\frac{\mu}{1+\mu}\ddot r$. Before the impact $\dot u=0$ and $\dot r=-v$, so with $s=e^{vt/b}$

$$\dot u=-\frac{\mu}{1+\mu}(\dot r+v)=-\frac{2\mu v}{1+\mu}\,\frac{s}{1+s}.$$

Since $dt=b\,ds/(vs)$, a second integration gives $u=-\frac{2\mu b}{1+\mu}\ln(1+s)$.

*Effect of a small kick.* During $dt$ the spring changes the surface atom's velocity by $\delta w=-\omega^2u\,dt>0$. This changes the centre-of-mass velocity by $\delta w/(1+\mu)$ and $\dot r$ by $-\delta w$. The positions, and hence $U$, are unchanged at that instant, so conservation of relative energy afterwards requires $v\,\delta\dot r_{\rm final}=-\dot r\,\delta w$. The gas atom's velocity is the centre-of-mass velocity plus $\dot r/(1+\mu)$. Its final value changes by

$$\frac{\delta w}{1+\mu}\left(1-\tanh\frac{vt}{2b}\right)=\frac{2\,\delta w}{1+\mu}\,\frac1{1+s}.$$

*Sum of all kicks.* Inserting $u$ and $dt$ gives

$$\delta v'=\frac{4\mu\,\omega^2b^2}{(1+\mu)^2v}\int_0^\infty\frac{\ln(1+s)}{s(1+s)}\,ds .$$

With $y=1/(1+s)$ the integral becomes $\int_0^1\frac{-\ln y}{1-y}dy=\sum_{n\ge1}n^{-2}=\pi^2/6$, after expansion of $1/(1-y)$ in powers of $y$. Dividing by $v'$ from (3),

$$\frac{\delta v'}{v'}=\frac{2\pi^2}{3}\,\frac{\mu}{1-\mu^2}\,\xi^2 .$$

*Threshold.* Since $R=(v'/v)^2$, we have $\delta R/R=2\,\delta v'/v'$. From $E_c=D(1/R-1)$ follows $\delta E_c=-D\,\delta R/R^2$. Division by $E_c=D(1-R)/R$ and use of $1-R=4\mu/(1+\mu)^2$ give

$$\frac{\delta E_c}{E_c}=-\frac{\delta R/R}{1-R}=-\frac{\pi^2}{3}\,\frac{1+\mu}{1-\mu}\,\xi^2. \tag{6}$$

The spring pushes the surface atom outward during contact. The gas atom therefore keeps more energy, and the threshold falls. Equation (5) is recovered as $\xi\to0$ as long as there is no second impact. For a hard core ($b\to0$) the gas atom is at $v't$ and the surface atom at $(w'/\omega)\sin\omega t$. They meet again, if the gas atom is still in the well, once $|w'|/v'=2\mu/(1-\mu)$ exceeds $1/0.217$, where $-0.217$ is the minimum of $\sin x/x$. This happens for $\mu>0.70$, and there (5) fails even at $\xi=0$.

*Comparison.* At the threshold of part (e), $b/v=8.49$ fs, and the three frequencies give $\xi=0.053$, $0.107$ and $0.213$. For $\mu=0.30$ the prefactor in (6) is $3.29\times1.857=6.11$. The predicted reductions are 1.7, 7.0 and 28 %, against 1.8, 7.2 and 33.1 % from the trajectories. The leading order accounts for most of the effect, and the difference is largest at 4 THz, where the predicted reduction is itself no longer small and a leading-order result can be expected to be less accurate.

A time $b/v$ below 10 fs thus does not by itself justify treating the surface atom as free. The relevant quantity is $\xi^2$ multiplied by the prefactor in (6), which grows with $\mu$, provided that this product is small and that the repulsion does not act again when the surface atom swings back. At larger mass ratios the gas atom leaves the impact so slowly that the returning surface atom can push it again through the tail of the repulsion, or even strike it as in part (d), and (6) then no longer applies. This happens already at $\mu=0.6$. With the same $b$, $M$ and $D$, atoms just reach the outside at about 1.7 eV for a 2 THz spring and 0.3 eV for a 4 THz spring, 55 and 92 % below the free value of 3.75 eV, whereas (6) predicts 6 and 26 %.

All numerical values are calculated from the stated model.
